# Threshold Laws for Photodetachment and for Photoionization in a Coulomb Tail: a numerical check

```python
"""Threshold laws for one-electron photodetachment and photoionization.

Result under test, for a final partial wave l and electron momentum k:
  short-range final potential: sigma -> C*k**(2*l+1), without a zero-energy
  resonance; attractive Coulomb tail -Z/r: sigma -> a finite limit.
Atomic units inside; cross sections are printed in Mb (1 Mb = 1e-22 m^2).
A target is (depth, charge, polar): Gaussian well depth, Coulomb charge Z,
and strength of an optional r**-4 tail. l0 is the initial angular momentum.
u is r times the radial function. N is the factor by which the regular
solution must be divided to become energy-normalized.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jv, yv, jvp, yvp, factorial, factorial2

WIDTH = 2.0
R0, R_IN = 1e-3, 60.0
GRID = np.linspace(R0, R_IN, 6001)
JOIN = 200
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
MB = BOHR**2 * 1e22
PREF = 4 * np.pi**2 * const.fine_structure / 3 * MB


def potential(target, r):
    depth, charge, polar = target
    return (-depth * np.exp(-(r / WIDTH)**2) - charge / r
            - polar / (2 * (r * r + WIDTH**2)**2))


def propagate(target, l, energy, start, stop, y, points=None):
    def rhs(r, y):
        curvature = l*(l+1)/r**2 + 2*(potential(target, r) - energy)
        return (y[1], curvature * y[0])
    sol = solve_ivp(rhs, (start, stop), y, method="DOP853",
                    rtol=1e-10, atol=1e-14, t_eval=points)
    assert sol.success
    return sol.y


def regular(target, l, energy, points):
    """Solution behaving as (r/R0)**(l+1) near the origin."""
    z = target[1]
    y = [1 - z*R0/(l+1), (l+1)/R0 - z*(l+2)/(l+1)]
    return propagate(target, l, energy, R0, points[-1], y, points)


def wave_norm(k, z, centrifugal, r, u, du):
    """N**2 read from the local sine amplitude at radius r."""
    p = np.sqrt(k*k + 2*z/r - centrifugal/r**2)
    dp = (-z/r**2 + centrifugal/r**3) / p
    return np.pi/2 * (p*u*u + (du + dp*u/(2*p))**2 / p)


def far_norm(target, l, k, y):
    """N**2 from propagation into the asymptotic region."""
    far = 3000.0 if target[1] else R_IN + 100/k
    u, du = propagate(target, l, k*k/2, R_IN, far, y)[:, -1]
    return wave_norm(k, target[1], l*(l+1), far, u, du)


def inner_weight(target, l, k):
    y = regular(target, l, k*k/2, np.array([R0, R_IN]))[:, -1]
    return 1 / far_norm(target, l, k, y)


def bound_state(target, l, guess):
    def pieces(energy):
        left = regular(target, l, energy, GRID[:JOIN+1])
        right = propagate(target, l, energy, R_IN, GRID[JOIN],
                          [1.0, -np.sqrt(-2*energy)], GRID[JOIN:][::-1])
        right = right[:, ::-1]
        return left, right / np.hypot(right[0, 0], right[1, 0])

    def mismatch(energy):
        a, b = pieces(energy)
        return a[0, -1]*b[1, 0] - a[1, -1]*b[0, 0]
    energy = brentq(mismatch, 1.05*guess, 0.95*guess, xtol=1e-11)
    a, b = pieces(energy)
    u = np.concatenate((a[0, :-1], b[0] * a[0, -1]/b[0, 0]))
    return energy, u / np.sqrt(simpson(u*u, x=GRID))


def angular(l0, l):
    return max(l0, l) / (2*l0 + 1)


def cross_section(target, initial, l0, l, k):
    e0, u0 = initial
    phi = regular(target, l, k*k/2, GRID)
    dipole = simpson(u0 * GRID * phi[0], x=GRID)
    norm = far_norm(target, l, k, phi[:, -1])
    return PREF * (k*k/2 - e0) * angular(l0, l) * dipole**2 / norm


def threshold_value(target, initial, l0, l):
    """C for a neutral core, limiting sigma for a Coulomb tail (Mb)."""
    e0, u0 = initial
    phi = regular(target, l, 0.0, GRID)
    u, du = phi[:, -1]
    r, z = R_IN, target[1]
    if z == 0:
        c = (r*du + l*u) / ((2*l+1) * r**(l+1))
        weight = 2 / (np.pi * factorial2(2*l+1)**2 * c*c)
    else:
        n, x, s = 2*l+1, np.sqrt(8*z*r), np.sqrt(2*r)
        f, df = s*jv(n, x), jv(n, x)/s + s*jvp(n, x)*x/(2*r)
        g, dg = -s*yv(n, x), -yv(n, x)/s - s*yvp(n, x)*x/(2*r)
        a = np.pi/2 * (u*dg - du*g)
        b = np.pi/2 * (u*df - du*f)
        weight = 1 / (a*a + b*b)
    dipole = simpson(u0 * GRID * phi[0], x=GRID)
    return PREF * (-e0) * angular(l0, l) * dipole**2 * weight


# Independent discretized continuum: finite differences in a hard-wall box.
STEP, BOX = 0.02, 240.0
RBOX = STEP * np.arange(1, round(BOX/STEP))
OFF = np.full(len(RBOX)-1, -0.5/STEP**2)


def box_diagonal(target, l):
    return 1/STEP**2 + l*(l+1)/(2*RBOX**2) + potential(target, RBOX)


def box_states(target, l):
    return eigh_tridiagonal(box_diagonal(target, l), OFF, select="i",
                            select_range=(0, 27), lapack_driver="stebz")


def strength_sum(target, l0, states):
    """Total oscillator strength from closure over all final states."""
    e0, v0 = states[0][0], states[1][:, 0]
    w, total = RBOX*v0, 0.0
    for l in (l0-1, l0+1):
        if l >= 0:
            mean = w @ (box_diagonal(target, l)*w) + 2*np.sum(OFF*w[:-1]*w[1:])
            total += 2/3 * angular(l0, l) * (mean - e0*(w @ w))
    return total


NEUTRAL, IONIC = (1.8, 0.0, 0.0), (1.8, 1.0, 0.0)
CHANNELS = ((1, 0), (0, 1), (1, 2))
MOMENTA = (0.01, 0.03, 0.1)
print(f"well depth {NEUTRAL[0]:.1f} hartree, width {WIDTH:.1f} bohr")
print(f"1 bohr^2 = {MB:.4f} Mb")
for k in MOMENTA:
    print(f"k={k:.2f} a.u.: electron energy {k*k/2*HARTREE_EV:.5f} eV")

for name, target in (("neutral", NEUTRAL), ("Coulomb", IONIC)):
    boxes = {l: box_states(target, l) for l in range(3)}
    initial = {}
    for l0 in (0, 1):
        initial[l0] = bound_state(target, l0, boxes[l0][0][0])
        assert abs(initial[l0][0] - boxes[l0][0][0]) < 2e-3
        fsum = strength_sum(target, l0, boxes[l0])
        assert abs(fsum - 1) < 3e-3
        print(f"{name} l0={l0}: E0 {initial[l0][0]:.6f} hartree, "
              f"f-sum {fsum:.4f}")
    if target[1] == 0:
        u, du = regular(target, 0, 0.0, GRID)[:, -1]
        print(f"neutral s-wave scattering length {R_IN-u/du:.3f} bohr")
    for l0, l in CHANNELS:
        levels, vectors = boxes[l]
        j = np.flatnonzero(levels > 0)[0] + 4
        spacing = (8*(levels[j+1]-levels[j-1])
                   - (levels[j+2]-levels[j-2])) / 12
        d = (boxes[l0][1][:, 0]*RBOX) @ vectors[:, j]
        omega = levels[j] - boxes[l0][0][0]
        sigma_box = PREF*omega*angular(l0, l)*d*d/spacing
        kbox = np.sqrt(2*levels[j])
        sigma = cross_section(target, initial[l0], l0, l, kbox)
        assert abs(sigma_box/sigma - 1) < 0.02
        print(f"{name} {l0}->{l}: box/continuum {sigma_box/sigma:.4f} "
              f"at k={kbox:.4f} a.u.")
        limit = threshold_value(target, initial[l0], l0, l)
        power = 2*l+1 if target[1] == 0 else 0
        label = f"C {limit:.5e} Mb/(a.u.)^{power}" if power else \
            f"threshold sigma {limit:.5f} Mb"
        print(f"{name} {l0}->{l}: {label}")
        ktest = 0.001 if power else 0.01
        sigma = cross_section(target, initial[l0], l0, l, ktest)
        assert abs(sigma/(limit*ktest**power) - 1) < 5e-3
        for k in MOMENTA:
            sigma = cross_section(target, initial[l0], l0, l, k)
            print(f"  k={k:.2f}: sigma {sigma:.5e} Mb, "
                  f"ratio to law {sigma/(limit*k**power):.4f}")


def slope(target, l, k):
    return np.log2(inner_weight(target, l, 2*k)/inner_weight(target, l, k))


# Generic powers, a polarization tail, and tuned zero-energy exceptions.
powers = [slope(NEUTRAL, l, 0.001) for l in range(5)]
assert np.allclose(powers, [2*l+1 for l in range(5)], atol=0.01)
print("powers l=0..4:", " ".join(f"{x:.4f}" for x in powers))
tails = [slope((0.7, 0.0, 5.0), l, 0.001) for l in range(3)]
assert np.allclose(tails, [1, 3, 5], atol=0.05)
print("r^-4 tail powers l=0..2:", " ".join(f"{x:.4f}" for x in tails))
for l, bracket in ((0, (0.2, 0.8)), (1, (0.75, 1.7))):
    def growing_part(depth):
        u, du = regular((depth, 0.0, 0.0), l, 0.0, np.array([R0, 20.0]))[:, -1]
        return (20*du + l*u) / 20**(l+1)
    critical = brentq(growing_part, *bracket)
    exponent = slope((critical, 0.0, 0.0), l, 0.01)
    assert abs(exponent + 1) < 0.03
    print(f"resonance l={l}: depth {critical:.6f} hartree, "
          f"power {exponent:.4f}")

# The uniform Coulomb error bound, evaluated from the transformed equation.
r, ks, zs, ls = sp.symbols("r k Z L", positive=True)
q = sp.sqrt(ks**2 + 2*zs/r)
error = sp.lambdify((r, ks, zs, ls),
                    sp.diff(q**sp.Rational(-1, 2), r, 2)/sp.sqrt(q)
                    - ls/(r**2*q), "numpy")
for l in range(3):
    L = l*(l+1)
    bound = (1+2*L)/np.sqrt(2*R_IN)
    for k in (0.0, 0.01, 0.1, 1.0):
        integral = quad(lambda t: abs(error(R_IN/t**2, k, 1.0, L))
                        * 2*R_IN/t**3, 0, 1)[0]
        assert integral <= bound*(1+1e-8)
    y = regular(IONIC, l, 0.01**2/2, GRID)[:, -1]
    near = wave_norm(0.01, 1.0, 0, R_IN, *y)
    change = abs(np.log(near/far_norm(IONIC, l, 0.01, y)))
    assert change <= bound
    print(f"Coulomb l={l}: log-norm change {change:.5f}, bound {bound:.5f}")

# Pure Coulomb normalization for several l, then the hydrogen 1s limit.
HYDROGEN = (0.0, 1.0, 0.0)
for l in range(5):
    numeric = inner_weight(HYDROGEN, l, 0.01) / R0**(2*l+2)
    formula = 2 * 2**(2*l+1) / factorial(2*l+1)**2
    assert abs(numeric/formula - 1) < 5e-3
ground = bound_state(HYDROGEN, 0, -0.5)
numeric = threshold_value(HYDROGEN, ground, 0, 1)
formula = 512*np.pi**2*const.fine_structure/(3*np.exp(4))*MB
assert abs(numeric/formula - 1) < 1e-5
print(f"hydrogen 1s threshold: numeric {numeric:.5f} Mb, "
      f"formula {formula:.5f} Mb")
print("PASS")
```

Printed output:

```
well depth 1.8 hartree, width 2.0 bohr
1 bohr^2 = 28.0029 Mb
k=0.01 a.u.: electron energy 0.00136 eV
k=0.03 a.u.: electron energy 0.01225 eV
k=0.10 a.u.: electron energy 0.13606 eV
neutral l0=0: E0 -0.626918 hartree, f-sum 0.9999
neutral l0=1: E0 -0.067906 hartree, f-sum 1.0000
neutral s-wave scattering length -0.291 bohr
neutral 1->0: box/continuum 1.0002 at k=0.0654 a.u.
neutral 1->0: C 8.43913e+01 Mb/(a.u.)^1
  k=0.01: sigma 8.41885e-01 Mb, ratio to law 0.9976
  k=0.03: sigma 2.47768e+00 Mb, ratio to law 0.9786
  k=0.10: sigma 6.69623e+00 Mb, ratio to law 0.7935
neutral 0->1: box/continuum 0.9996 at k=0.0718 a.u.
neutral 0->1: C 2.43014e+02 Mb/(a.u.)^3
  k=0.01: sigma 2.42299e-04 Mb, ratio to law 0.9971
  k=0.03: sigma 6.39093e-03 Mb, ratio to law 0.9740
  k=0.10: sigma 1.84903e-01 Mb, ratio to law 0.7609
neutral 1->2: box/continuum 0.9995 at k=0.0779 a.u.
neutral 1->2: C 5.28025e+03 Mb/(a.u.)^5
  k=0.01: sigma 5.26894e-07 Mb, ratio to law 0.9979
  k=0.03: sigma 1.25865e-04 Mb, ratio to law 0.9809
  k=0.10: sigma 4.29602e-02 Mb, ratio to law 0.8136
Coulomb l0=0: E0 -1.771224 hartree, f-sum 0.9999
Coulomb l0=1: E0 -0.629835 hartree, f-sum 1.0000
Coulomb 1->0: box/continuum 0.9985 at k=0.1467 a.u.
Coulomb 1->0: threshold sigma 0.03562 Mb
  k=0.01: sigma 3.56066e-02 Mb, ratio to law 0.9997
  k=0.03: sigma 3.55171e-02 Mb, ratio to law 0.9972
  k=0.10: sigma 3.45196e-02 Mb, ratio to law 0.9692
Coulomb 0->1: box/continuum 0.9996 at k=0.1445 a.u.
Coulomb 0->1: threshold sigma 0.67884 Mb
  k=0.01: sigma 6.78793e-01 Mb, ratio to law 0.9999
  k=0.03: sigma 6.78325e-01 Mb, ratio to law 0.9992
  k=0.10: sigma 6.73116e-01 Mb, ratio to law 0.9916
Coulomb 1->2: box/continuum 0.9999 at k=0.1442 a.u.
Coulomb 1->2: threshold sigma 8.19417 Mb
  k=0.01: sigma 8.19026e+00 Mb, ratio to law 0.9995
  k=0.03: sigma 8.15832e+00 Mb, ratio to law 0.9956
  k=0.10: sigma 7.81005e+00 Mb, ratio to law 0.9531
powers l=0..4: 1.0000 2.9999 5.0000 7.0000 9.0000
r^-4 tail powers l=0..2: 0.9999 3.0001 5.0000
resonance l=0: depth 0.335501 hartree, power -0.9993
resonance l=1: depth 1.512414 hartree, power -0.9991
Coulomb l=0: log-norm change 0.00043, bound 0.09129
Coulomb l=1: log-norm change 0.00890, bound 0.45644
Coulomb l=2: log-norm change 0.02622, bound 1.18673
hydrogen 1s threshold: numeric 6.30432 Mb, formula 6.30432 Mb
PASS
```
